# Edge factors for direct tunnelling through a thick trapezoidal oxide

**Q.** The usual estimate of tunnelling through a gate oxide is a WKB exponential, \(e^{-2S}\). The oxide begins and ends abruptly. Why should an exponential obtained for slowly varying potentials survive that?

**A.** The exponential describes the interior, where the potential does vary slowly. The edges have to be treated separately, by matching wave functions, and this produces a prefactor.

Take an electron of fixed energy with no momentum parallel to the layers. The oxide occupies \(0<x<d\). Its conduction-band edge lies a height \(U(x)\) above the electron energy, falling linearly from \(U_1\) at the cathode to \(U_2\) at the anode:
\[
U(x)=U_1-Fx,\qquad F=\frac{U_1-U_2}{d}>0,\qquad U_2>0 .
\]
The last condition is what direct tunnelling means: there is no turning point inside the oxide. The electrodes are flat-banded. All bands are parabolic, with masses \(m_1\), \(m\) and \(m_2\) in cathode, oxide and anode. I use Hartree atomic units, so \(\hbar=1\).

**Q.** With three masses, what is continuous at an edge?

**A.** The effective-mass equation in the oxide is
\[
-\frac12\frac{d}{dx}\left(\frac1m\frac{d\psi}{dx}\right)+U\psi=0 .
\]
In an electrode, \(U\) is replaced by minus the kinetic energy. Integrating over a vanishing interval around an edge leaves only the derivative term, because \(U\psi\) is finite. Hence \(\phi=\psi'/m\) is continuous, and so is \(\psi\). This rule follows from placing \(1/m\) between the two derivatives. That is the usual choice, but it is an assumption about the interface: other orderings are also Hermitian and conserve flux, and they match differently. The particle flux \(j=\mathrm{Im}(\psi^*\phi)\) is then continuous too.

For an electrode wave \(e^{ikx}\), \(\phi=i(k/m_i)\psi=iv\psi\), with \(v\) the velocity. In the oxide \(\psi''=\kappa^2\psi\), with \(\kappa=\sqrt{2mU}\). A locally exponential wave \(e^{\pm\kappa x}\) has \(\phi=\pm w\psi\), where
\[
w=\frac{\kappa}{m}=\sqrt{\frac{2U}{m}} .
\]
Since the energy measured from the oxide band edge is \(-\kappa^2/2m\), \(w\) is also the magnitude of its derivative with respect to \(\kappa\): the magnitude of an imaginary velocity. This identification rests on the parabolic band.

**Q.** But \(\kappa\) changes with position. What replaces the simple exponentials?

**A.** Try
\[
\psi_\pm=\kappa^{-1/2}\exp\left(\pm\int_0^x\kappa\,dx'\right).
\]
Differentiating the logarithm gives \(\psi_\pm'=g_\pm\psi_\pm\), with \(g_\pm=\pm\kappa-\kappa'/2\kappa\). A second derivative gives \(\psi_\pm''=(g_\pm'+g_\pm^2)\psi_\pm\), and
\[
g_\pm'+g_\pm^2=\kappa^2+\frac{3\kappa'^2}{4\kappa^2}-\frac{\kappa''}{2\kappa},
\]
because the terms \(\pm\kappa'\) and \(\mp\kappa'\) cancel. For the linear profile, \(\kappa^2=2mU\) gives \(\kappa'=-mF/\kappa\) and \(\kappa''=-m^2F^2/\kappa^3\). The unwanted terms add up to
\[
\frac{3m^2F^2}{4\kappa^4}+\frac{m^2F^2}{2\kappa^4}=\frac{5m^2F^2}{4\kappa^4}=5\varepsilon^2\kappa^2,
\qquad \varepsilon=\frac{mF}{2\kappa^3}.
\]
The same number controls the derivative at an edge, since \(|\kappa'/2\kappa|=\varepsilon\kappa\). If \(\varepsilon\ll1\) at both edges, I may use \(\psi_\pm\) with \(\phi_\pm=\pm w\psi_\pm\). I will restore the terms of order \(\varepsilon\) later.

**Q.** Then do the matching, and keep both exponentials until you can justify dropping one.

**A.** Let the incident wave have unit amplitude, the reflected wave amplitude \(r\), and the transmitted wave amplitude \(t\) at \(x=d\). Let \(A\) and \(B\) be the values at the anode edge of the parts that grow and decay with \(x\). Continuity there requires
\[
A+B=t,\qquad w_2(A-B)=iv_2t .
\]
Dividing the second equation by \(w_2\), then adding and subtracting, gives
\[
A=\frac{w_2+iv_2}{2w_2}\,t,\qquad B=\frac{w_2-iv_2}{2w_2}\,t .
\]
Now carry these back to the cathode edge. With \(S=\int_0^d\kappa\,dx\), the growing part is smaller there by \(e^{-S}\) and the decaying part larger by \(e^{S}\). Both acquire \(\sqrt{\kappa_2/\kappa_1}=\sqrt{w_2/w_1}\) from the factor \(\kappa^{-1/2}\):
\[
A_0=\sqrt{\frac{w_2}{w_1}}\,e^{-S}A,\qquad B_0=\sqrt{\frac{w_2}{w_1}}\,e^{S}B .
\]
At the cathode,
\[
1+r=A_0+B_0,\qquad iv_1(1-r)=w_1(A_0-B_0).
\]
Multiply the first equation by \(iv_1\) and add the second, so that \(r\) cancels:
\[
2iv_1=(w_1+iv_1)A_0-(w_1-iv_1)B_0 .
\]
Inserting the amplitudes gives
\[
2iv_1=\frac{t}{2\sqrt{w_1w_2}}\Big[(w_1+iv_1)(w_2+iv_2)e^{-S}-(w_1-iv_1)(w_2-iv_2)e^{S}\Big].
\]
Write \(w_i+iv_i=R_ie^{i\theta_i}\), with \(R_i^2=v_i^2+w_i^2\), and \(\Theta=\theta_1+\theta_2\). The bracket becomes \(R_1R_2(e^{-S+i\Theta}-e^{S-i\Theta})=-2R_1R_2\sinh(S-i\Theta)\). Since \(\sinh(S-i\Theta)=\sinh S\cos\Theta-i\cosh S\sin\Theta\), its squared modulus is \(\sinh^2S+\sin^2\Theta\). Therefore
\[
|t|^2=\frac{4v_1^2w_1w_2}{R_1^2R_2^2(\sinh^2S+\sin^2\Theta)} .
\]
The transmission is a ratio of fluxes, \(T=v_2|t|^2/v_1\):
\[
T=\frac{4v_1v_2w_1w_2}{(v_1^2+w_1^2)(v_2^2+w_2^2)(\sinh^2S+\sin^2\Theta)} .
\]

**Q.** And the thick oxide?

**A.** Use
\[
\sinh^2S+\sin^2\Theta=\tfrac12(\cosh2S-\cos2\Theta)
=\tfrac14e^{2S}\left(1-2\cos2\Theta\,e^{-2S}+e^{-4S}\right).
\]
For \(e^{-2S}\ll1\) the last parenthesis tends to one, and
\[
T\simeq P_1P_2\,e^{-2S},\qquad P_i=\frac{4v_iw_i}{v_i^2+w_i^2}.
\]
These are the edge factors. To leading order, the neglected terms change \(T\) by a fraction no larger than \(2e^{-2S}\).

The exponent follows from \(dx=-\kappa\,d\kappa/(mF)\):
\[
S=\frac1{mF}\int_{\kappa_2}^{\kappa_1}\kappa^2d\kappa=\frac{\kappa_1^3-\kappa_2^3}{3mF}.
\]

**Q.** I object to dropping the growing part. A single real exponential carries no flux, so you have thrown the current away.

**A.** It is dropped only where the incident amplitude is computed. There \(|A_0/B_0|=e^{-2S}\), because \(|A|=|B|\), so its effect on normalization is negligible. The flux needs both parts:
\[
j=\mathrm{Im}\big[(A+B)^*w_2(A-B)\big]=2w_2\,\mathrm{Im}(AB^*).
\]
From the anode amplitudes, \(AB^*=|t|^2(w_2+iv_2)^2/4w_2^2\), whose imaginary part is \(|t|^2v_2/2w_2\). Hence \(j=v_2|t|^2\), the transmitted flux. The growing part is created at the anode edge, where it is as large as the decaying part, and its interference with the decaying part carries the current.

**Q.** Does the formula with both exponentials agree with anything independent?

**A.** For a flat barrier \(\kappa'=0\), so the functions \(\psi_\pm\) solve the wave equation without approximation. Take \(U=0.04\), \(m=0.25\), \(d=5\), \(v_1=0.15\) and \(v_2=0.6\), all in atomic units. Then \(w=0.566\) and \(S=0.71\), a thin barrier. Direct integration of the wave equation and the formula both give \(T=0.363178\). The thick-barrier form would give 0.48, so it should not be used here.

**Q.** You call \(P_i\) an edge factor. Is it the probability of getting through the edge?

**A.** No. From \((v-w)^2\ge0\) we have \(2vw\le v^2+w^2\), so \(P\le2\), with equality at \(v=w\). A quantity that reaches 2 is not a probability. If every edge velocity is equal, the prefactor is 4; direct integration of a thick flat barrier with matched velocities gives 4.00000.

The comparison with an ordinary step is useful. Between two propagating regions with velocities \(v\) and \(u\), matching gives a transmission \(4vu/(v+u)^2\). In the oxide the velocity is imaginary, and the denominator becomes \(|v+iw|^2=v^2+w^2\). The resemblance is algebraic: a thick oxide reflects almost all the incident flux, whatever the value of \(P_1\).

The limits show what an edge does. For \(v\ll w\), \(P\simeq4v/w\). At the cathode this is because a slow incident electron has a small amplitude at the edge, about \(2v_1/w_1\); at the anode it is because a slow outgoing wave carries little flux. For \(v\gg w\), \(P\simeq4w/v\). Mismatch in either direction reduces \(P\), and with it the transmission at a given exponent.

**Q.** The slow limit makes a prediction. Near the bottom of the cathode band, \(v_1\propto\sqrt{E}\), where \(E\) is the kinetic energy there.

**A.** Yes: \(P_1\propto\sqrt E\) while \(w_1\) hardly changes. In the oxide described below, at fixed voltage, the directly integrated prefactor \(Te^{2S}\) grows by a factor of 2.001 between 1 and 4 meV. The square root gives 2. This is a property of the flat-band electrode of the model; in biased silicon, as discussed below, there are no states at such low energies.

**Q.** Could I write wave numbers instead of velocities?

**A.** With the matching rule adopted here, in general only if the masses are equal, because \(\psi'/m\) is what is matched. In the same oxide at \(E=0.05\) eV, direct integration gives a prefactor of 0.692 and the velocity formula 0.689. Replacing \(v_i,w_i\) by \(k_i,\kappa_i\) gives 1.048, too large by 51% relative to direct integration with the same rule. The verdict depends on the rule. If the kinetic operator is ordered as \(m^{-1/2}p^2m^{-1/2}/2\), then \(\psi/\sqrt m\) and its derivative are continuous, wave numbers are the right variables, and the exact prefactor is 1.057. Which condition a real interface obeys cannot be settled within effective-mass theory, so edge factors across a mass step carry an uncertainty of tens of percent.

**Q.** Let us have that oxide in full.

**A.** Take a rough model of a hafnia gate insulator between silicon and a metal gate: 4 nm thick, with a 1.5 eV barrier above the silicon band edge, an oxide mass of 0.2 electron masses and a 0.3 V drop. The electron has \(E=0.2\) eV at the silicon interface and normal mass 0.916. In the metal it has mass 1 and kinetic energy 6 eV. The heights are therefore
\[
U_1=1.5-0.2=1.3\ \text{eV},\qquad U_2=1.3-0.3=1.0\ \text{eV}.
\]
The velocities, in \(10^5\) m/s, are \(v_1=2.771\), \(w_1=15.121\), \(v_2=14.528\) and \(w_2=13.262\). Thus
\[
P_1=\frac{4(2.771)(15.121)}{2.771^2+15.121^2}=0.709,
\]
\[
P_2=\frac{4(14.528)(13.262)}{14.528^2+13.262^2}=1.992 .
\]
The silicon edge is badly matched and the metal edge almost ideally matched. The product is 1.413, a value of order one that hides two unlike factors.

For the exponent, \(\kappa_1=2.6123\) and \(\kappa_2=2.2912\ \text{nm}^{-1}\). Since \(\kappa_1^2-\kappa_2^2=2mFd\), the expression for \(S\) becomes
\[
2S=\frac{4d}{3}\,\frac{\kappa_1^3-\kappa_2^3}{\kappa_1^2-\kappa_2^2}
=\frac{16}{3}\,\frac{5.799}{1.5745}=19.64 .
\]
Hence \(e^{-2S}=2.95\times10^{-9}\) and \(T=4.17\times10^{-9}\). Direct integration gives \(4.19\times10^{-9}\), higher by 0.56%.

**Q.** How much of the energy dependence comes from the edge?

**A.** Raise \(E\) from 0.05 to 0.30 eV at fixed voltage and thickness, keeping the flat-band cathode of the model; in silicon at this bias the lowest level lies near 0.2 eV, so the lower part of the range is not available there. \(P_1\) rises from 0.344 to 0.886, a factor of 2.6, while \(P_2\) falls by about 1%. \(T\) rises from \(5.85\times10^{-10}\) to \(1.24\times10^{-8}\), a factor of 21. The exponential supplies the remaining factor of about 8.

**Q.** Your 0.56% is far larger than \(2e^{-2S}=6\times10^{-9}\). Where does it come from?

**A.** From the slope of the band. There are two contributions of first order in \(\varepsilon\).

First, the edge derivatives. With \(\kappa'/2\kappa=-\varepsilon\kappa\), the growing wave has \(\phi_+=w(1+\varepsilon)\psi_+\) and the decaying wave \(\phi_-=-w(1-\varepsilon)\psi_-\). At the anode,
\[
A+B=t,\qquad w_2(1+\varepsilon_2)A-w_2(1-\varepsilon_2)B=iv_2t .
\]
Eliminating \(A\) gives \(2w_2B=[w_2(1+\varepsilon_2)-iv_2]t\). At the cathode, with only the decaying part kept, \(2iv_1=[iv_1-w_1(1-\varepsilon_1)]B_0\). So the two denominators change to
\[
v_1^2+w_1^2(1-\varepsilon_1)^2\quad\text{and}\quad v_2^2+w_2^2(1+\varepsilon_2)^2 .
\]

Second, the bulk. The logarithmic derivative of a true solution obeys \(g'+g^2=\kappa^2\). Put \(g=g_-+h\) for the decaying one. The excess \(5m^2F^2/4\kappa^4\) found earlier must be cancelled by \(2g_-h\simeq-2\kappa h\), since \(h'\) and \(h^2\) are of higher order. Thus \(h=5m^2F^2/8\kappa^5\), and the amplitude reaching the anode is multiplied by \(e^b\), where
\[
b=\int_0^dh\,dx=\frac{5mF}{8}\int_{\kappa_2}^{\kappa_1}\frac{d\kappa}{\kappa^4}
=\frac{5mF}{24}\left(\frac1{\kappa_2^3}-\frac1{\kappa_1^3}\right)
=\frac5{12}(\varepsilon_2-\varepsilon_1).
\]
Although \(h\) is of second order locally, integration over the thickness makes \(b\) first order.

With \(s_i=w_i^2/(v_i^2+w_i^2)\), expanding the denominators and including \(e^{2b}\) multiplies \(T\) by \(1+\delta\):
\[
\delta=2s_1\varepsilon_1-2s_2\varepsilon_2+2b
=\varepsilon_1\left(2s_1-\tfrac56\right)-\varepsilon_2\left(2s_2-\tfrac56\right).
\]
In the example \(\varepsilon_1=0.00552\), \(\varepsilon_2=0.00818\), \(s_1=0.968\) and \(s_2=0.455\). This gives \(\delta=0.0055\), against the observed 0.0056.

**Q.** One agreement may be luck.

**A.** At fixed voltage \(F\propto1/d\), so the leading formula should have an error proportional to \(1/d\), and the corrected one an error proportional to \(1/d^2\). With a 0.8 V drop, going from 30 to 60 nm reduces the relative error from \(4.39\times10^{-3}\) to \(2.21\times10^{-3}\). After correction it falls from \(5.7\times10^{-5}\) to \(1.5\times10^{-5}\), close to a factor of four.

**Q.** When does the formula break down?

**A.** When \(U_2\) approaches zero. Then \(w_2\) and \(P_2\) vanish in the formula, although the true transmission does not. At fixed thickness \(\varepsilon_2\propto F/U_2^{3/2}\). Scaling from the example, it is about 0.06 at a 0.8 V drop, 1 at 1.2 V and 35 at 1.29 V. Direct integration divided by the formula gives 1.03, 1.33 and 3.21 respectively. Beyond 1.3 V a turning point enters the oxide and this derivation no longer applies.

**Q.** And if the edge is not abrupt?

**A.** Then these factors lose their basis. As a contrasting case, take the smooth barrier \(0.1/\cosh^2(x/a)\) hartree, an electron of energy 0.05 hartree and mass 1 throughout. The integrated prefactor is 1.092 for \(a=20\) bohr and 1.045 for \(a=40\) bohr, approaching one.

A partly graded edge lies between descriptions. If the cathode edge of our oxide rises linearly over 0.3 nm inside the layer, the prefactor is 1.71 and \(T\) increases 2.3 times. Part of that increase comes from the lower barrier, through the exponent.

**Q.** How close is this to a real gate stack?

**A.** The inputs are rough typical values, and the field, 0.75 MV/cm, is well below a rough breakdown field of 5 MV/cm. The largest departure sized here is the thin silica layer commonly present between silicon and hafnia. Adding 0.5 nm of silica, with a 3.1 eV barrier and mass 0.5, at the same total voltage multiplies \(T\) by 0.004. Two-band dispersion in the oxide, with a 5.8 eV gap and the same band-edge mass, multiplies the exponential by about 8; leading image forces multiply it by about 5. These estimates are made one at a time and should not simply be multiplied. Defect-assisted current is not included. Thus the sub-percent agreement above measures the mathematics of the model, while its prediction for a device can be wrong by orders of magnitude.

**Q.** Is silicon itself really a flat-band electrode?

**A.** Not at this bias. Continuity of displacement, with relative permittivities 22 and 11.7, gives a silicon surface field of 1.41 MV/cm. The slope parameter in silicon, \(m_1F_{\rm Si}/2k_1^3\) by analogy with \(\varepsilon\), is then 0.08, ten times the larger oxide value. A triangular well with this field has its lowest level at 0.22 eV, which is why 0.2 eV is a reasonable energy here. But an electron in that level is bound: its escape rate also requires the rate at which it strikes the interface, which \(T\) does not contain.

The valley matters too. A normal mass of 0.19 instead of 0.916, at the same energy, raises \(P_1\) from 0.71 to 1.39. This is the mass effect alone; the side valleys also have parallel momentum, which the model sets to zero.

**Q.** Does heat change the picture?

**A.** At 400 K, \(k_BT_{\rm L}=0.034\) eV, where \(T_{\rm L}\) is the lattice temperature. Raising the electron energy by that amount at fixed voltage increases \(T\) by a factor of about 1.5, so a current calculation must average over occupied energies. The Boltzmann factor for reaching the top of the cathode edge is \(4\times10^{-17}\), far below the tunnelling probability of \(4\times10^{-9}\). For these numbers, passage over the barrier is negligible beside passage through it. The numerical output below lists the values used.

## Computed results

```
inputs: oxide 4.0 nm, barrier 1.5 eV, drop 0.3 V, energy 0.2 eV
masses (electron masses): Si 0.916, oxide 0.2, metal 1.0
metal band bottom below Si band edge at zero drop: 5.5 eV
metal kinetic energy: 6.00 eV
oxide edge above electron: cathode 1.30 eV, anode 1.00 eV
oxide field: 0.750 MV/cm; rough breakdown field 5.0 MV/cm
v1, w1: 2.771, 15.121 (1e5 m/s)
v2, w2: 14.528, 13.262 (1e5 m/s)
kappa at cathode, anode: 2.6123, 2.2912 1/nm
edge factors P1, P2, product: 0.7093, 1.9917, 1.4127
exponent 2S: 19.6419; exp(-2S): 2.9487e-09
T formula: 4.1656e-09; T direct integration: 4.1888e-09
T direct / T formula - 1: 0.00556; predicted delta: 0.00546
bound 2exp(-2S) on second exponential: 5.9e-09
oxide slope parameter, cathode and anode: 0.00552, 0.00818
energy 0.05 eV: P1 0.3445, P2 1.9999, T 5.850e-10
energy 0.10 eV: P1 0.4919, P2 1.9988, T 1.253e-09
energy 0.20 eV: P1 0.7093, P2 1.9917, T 4.166e-09
energy 0.30 eV: P1 0.8862, P2 1.9771, T 1.241e-08
drop 0.30 V: T direct / T formula 1.0056
drop 0.80 V: T direct / T formula 1.0311
drop 1.20 V: T direct / T formula 1.3262
drop 1.29 V: T direct / T formula 3.2114
flat thin barrier: T direct 0.363178, formula 0.363178
matched velocities: prefactor 4.00000
drop 0.8 V, 30 and 60 nm: leading error 4.39e-03, 2.21e-03
same, after slope correction: 5.71e-05, 1.48e-05
prefactor ratio, 4 meV over 1 meV: 2.0012
energy 0.05 eV prefactor: direct 0.6920, velocities 0.6889
energy 0.05 eV prefactor with wave numbers: 1.0476
smooth barrier prefactor, width 20 and 40 bohr: 1.0919, 1.0449
interlayer inputs: 0.5 nm, 3.1 eV, mass 0.5; its drop 0.124 V
permittivities: hafnia 22.0, silica 3.9, Si 11.7, fast 4.5
interlayer: T multiplied by 3.993e-03
two-band oxide, gap 5.8 eV: exponential multiplied by 7.86
leading image forces: exponential multiplied by 5.31
cathode edge graded over 0.3 nm: prefactor 1.711
same graded edge: T multiplied by 2.34
P1 with light normal mass 0.19: 1.3853
Si surface field 1.41 MV/cm, sheet density 9.12e+12 1/cm2
triangular-well level 0.219 eV; Si slope parameter 0.080
at 400 K: kT 0.0345 eV, T(E+kT)/T(E) 1.465
thermionic Boltzmann factor over cathode edge: 4.2e-17
```
